\section*{Casida Oscillator Strengths and the Conserved Kohn-Sham Sum, part 1}

(Sections cited here and not found follow in the second part.)

\section{From coupled orbital transitions to oscillator strengths}

Suppose that an electron in a real orbital $\phi_1$ can be promoted to one empty real orbital $\phi_2$ and nowhere else. Let $\hbar\omega_s=\varepsilon_2-\varepsilon_1>0$ be the gap between the orbital energies. A weak, real, time-dependent potential energy $\delta v(t)$ turns the occupied orbital into $e^{-i\varepsilon_1t/\hbar}[\phi_1+c(t)\phi_2]$, apart from a phase. To first order the Schr\"odinger equation, projected on $\phi_2$, gives
\begin{equation}
i\hbar\dot c=\hbar\omega_s c+v(t),\qquad v=\langle\phi_2|\delta v|\phi_1\rangle .
\label{eq:amplitude}
\end{equation}
Write $c=r+is$ with $r$ and $s$ real. The imaginary and real parts of this equation are
\begin{equation}
\dot r=\omega_s s,\qquad \dot s=-\omega_s r-\frac{v}{\hbar}.
\label{eq:rs}
\end{equation}
The change of density is $\delta n=\phi_1\phi_2(c+c^*)=p\,\phi_1\phi_2$, with $p=2r$. Differentiating the first of equations \eqref{eq:rs} and inserting the second gives
\begin{equation}
\ddot p+\omega_s^2p=-\frac{2\omega_s}{\hbar}v(t).
\label{eq:single}
\end{equation}
The density therefore moves as a driven harmonic oscillator.

Let the drive be a uniform electric field $E(t)$ along $x$. The electron has charge $-e$, so its potential energy in the field is $+eEx$. In Kohn-Sham theory the changed density also changes the Hartree and exchange-correlation potentials. If that change follows the density without delay, it contributes $Kp(t)$ to $v$, where $K$ is a constant energy. With $x_s=\langle\phi_2|x|\phi_1\rangle$ we have $v=eEx_s+Kp$, and equation \eqref{eq:single} becomes
\begin{equation}
\ddot p+\left(\omega_s^2+\frac{2\omega_sK}{\hbar}\right)p=-\frac{2e\omega_sx_s}{\hbar}E(t).
\end{equation}
The kernel changes the stiffness of the oscillator and leaves its coupling to the field alone. The frequency moves, while the quantity on the right, which will turn out to fix the oscillator strength, does not. With several transitions the kernel also couples the oscillators to one another. Strength can then pass between them, and the question is what happens to its total.

Take $N$ electrons in a stable ground state with real Kohn-Sham spin-orbitals, integer occupations and a local Kohn-Sham potential. Let $\tau=(\mathbf r,\sigma)$ stand for position and spin, and let an integral over $\tau$ include the spin sum. The index $q=(i\to a)$ labels a transition from an occupied orbital $i$ to an empty orbital $a$. Define
\begin{equation}
\Phi_q=\phi_i\phi_a,\quad \hbar\omega_q=\varepsilon_a-\varepsilon_i>0,\quad x_q=\langle a|x|i\rangle .
\end{equation}
The product $\Phi_q$ vanishes unless both orbitals have the same spin. Each transition obeys equation \eqref{eq:single} with its own frequency and its own matrix element $v_q$, and the density change is
\begin{equation}
\delta n(\tau,t)=\sum_q\Phi_q(\tau)p_q(t).
\label{eq:density}
\end{equation}

Mixing of an occupied orbital $i$ with another occupied orbital $j$ has been left out of this sum, for the following reason. The transitions $i\to j$ and $j\to i$ have the same product $\phi_i\phi_j$ and the same matrix element of $\delta v$, but opposite frequencies. By equation \eqref{eq:single} their values of $p$ are opposite, and their contributions to the density cancel. For $j=i$ the frequency is zero, $r$ stays zero, and the orbital acquires a phase without changing the density.

Now let the induced potential be
\begin{equation}
\delta v_{\rm Hxc}(\tau,t)=\int f_{\rm Hxc}(\tau,\tau')\,\delta n(\tau',t)\,d\tau' .
\end{equation}
The kernel $f_{\rm Hxc}$ is real and symmetric. It contains no memory, which in the frequency domain means that it does not depend on frequency. Inserting equation \eqref{eq:density} and taking the matrix element for transition $q$ gives
\begin{equation}
v_q=eEx_q+\sum_{q'}K_{qq'}p_{q'},\qquad
K_{qq'}=\iint\Phi_q(\tau)f_{\rm Hxc}(\tau,\tau')\Phi_{q'}(\tau')\,d\tau\,d\tau'.
\end{equation}
The coupled equations of motion are therefore
\begin{equation}
\ddot p_q+\omega_q^2p_q+\frac{2\omega_q}{\hbar}\sum_{q'}K_{qq'}p_{q'}
=-\frac{2e\omega_qx_q}{\hbar}E(t).
\label{eq:coupled}
\end{equation}

The coupling matrix $\omega_qK_{qq'}$ is not symmetric, because only the first index carries a frequency. A change of scale repairs this. All $\omega_q$ are positive, so we may set $p_q=\sqrt{\omega_q}\,y_q$ and divide equation \eqref{eq:coupled} by $\sqrt{\omega_q}$. Then
\begin{equation}
\ddot{\mathbf y}+\Omega\mathbf y=-\frac{2eE(t)}{\hbar}\mathbf b,
\qquad b_q=\sqrt{\omega_q}\,x_q,
\label{eq:normal}
\end{equation}
with the real symmetric Casida matrix
\begin{equation}
\Omega_{qq'}=\omega_q^2\delta_{qq'}+\frac{2}{\hbar}\sqrt{\omega_q\omega_{q'}}\,K_{qq'} .
\label{eq:casida}
\end{equation}
Its eigenvectors can be chosen real and orthonormal:
\begin{equation}
\Omega\mathbf F_I=\omega_I^2\mathbf F_I,\qquad
\mathbf F_I^T\mathbf F_J=\delta_{IJ},\qquad
\sum_I\mathbf F_I\mathbf F_I^T=1 .
\label{eq:complete}
\end{equation}
Stability means that all eigenvalues are positive. A negative eigenvalue would give an imaginary frequency, hence a disturbance that grows in time, and there would be no absorption line to assign to it.

For a field $E\cos\omega t$ away from resonance, the steady solution of equation \eqref{eq:normal} has amplitude $\mathbf y=-(2eE/\hbar)(\Omega-\omega^2)^{-1}\mathbf b$. The induced dipole is $-e\int x\,\delta n\,d\tau=-e\sum_qx_qp_q=-e\,\mathbf b^T\mathbf y$. Dividing by $E$ and expanding in eigenvectors gives the polarizability along $x$:
\begin{equation}
\alpha(\omega)=\frac{2e^2}{\hbar}\,\mathbf b^T(\Omega-\omega^2)^{-1}\mathbf b
=\frac{2e^2}{\hbar}\sum_I\frac{(\mathbf b^T\mathbf F_I)^2}{\omega_I^2-\omega^2}.
\label{eq:alpha}
\end{equation}
A classical particle of charge $-e$ and mass $m$, bound with frequency $\omega_I$, obeys $m\ddot x=-m\omega_I^2x-eE$ and has polarizability $(e^2/m)/(\omega_I^2-\omega^2)$. The oscillator strength $f_I$ is the number of such particles that a line is worth, so that
\begin{equation}
\alpha(\omega)=\frac{e^2}{m}\sum_I\frac{f_I}{\omega_I^2-\omega^2}.
\label{eq:lorentz}
\end{equation}
Comparison with equation \eqref{eq:alpha} yields the Casida expression
\begin{equation}
f_I=\frac{2m}{\hbar}\left(\sum_q x_q\sqrt{\omega_q}\,F_{Iq}\right)^2 .
\label{eq:f}
\end{equation}
This is the strength for light polarized along $x$. For randomly oriented molecules the strengths for $x$, $y$ and $z$ are averaged.

The expression also supplies a many-electron transition moment, although no many-electron wave function has been constructed. Apply equation \eqref{eq:single} to the many-electron ground state and an excited state $I$, with real wave functions. The perturbation is $eEX$, where $X$ is the sum of the electrons' $x$ coordinates, and there is no kernel because the full interaction is already in the Hamiltonian. The same algebra gives the strength $(2m\omega_I/\hbar)X_{0I}^2$. Equating it to equation \eqref{eq:f} gives
\begin{equation}
X_{0I}=\pm\sum_q\sqrt{\frac{\omega_q}{\omega_I}}\,F_{Iq}\,x_q .
\end{equation}
The sign is free because the sign of a wave function is free. With an approximate kernel this is the approximate theory's estimate of the moment.

The total strength follows from completeness. Summing equation \eqref{eq:f} over $I$ and using the last relation in equation \eqref{eq:complete},
\begin{equation}
\sum_If_I=\frac{2m}{\hbar}\,\mathbf b^T\Big(\sum_I\mathbf F_I\mathbf F_I^T\Big)\mathbf b
=\frac{2m}{\hbar}\,\mathbf b^T\mathbf b
=\sum_q\frac{2m\omega_q}{\hbar}x_q^2\equiv\sum_qf_q^{\rm KS}.
\label{eq:sum}
\end{equation}
The kernel has disappeared. Geometrically, $\mathbf b$ is a fixed vector built from Kohn-Sham quantities, and the strengths are the squares of its components, times $2m/\hbar$. The kernel turns the axes on which the components are measured, and the length of the vector stays the same. Nothing here requires a complete set of orbitals: the equality holds in any finite basis, provided that all eigenvectors of the matrix are included.

Two transitions show the redistribution in numbers. Take gaps of 8 and 12 eV, positions $x_1=0.05$ nm and $x_2=0.04$ nm, and couplings $K_{11}=1.0$, $K_{12}=0.8$ and $K_{22}=1.5$ eV. In units of eV$^2$ the elements of $\hbar^2\Omega$ are
\begin{equation}
8^2+2(8)(1.0)=80,\quad 2\sqrt{8\cdot12}\,(0.8)=15.68,\quad 12^2+2(12)(1.5)=180 .
\end{equation}
The eigenvalues are $130\mp\sqrt{50^2+15.68^2}$, or 77.60 and 182.40, and their square roots are the excitation energies 8.809 and 13.506 eV. The eigenvectors are $(0.9885,-0.1513)$ and $(0.1513,0.9885)$. The components of $\sqrt{\hbar}\,\mathbf b$ are $0.05\sqrt8=0.14142$ and $0.04\sqrt{12}=0.13856$ in nm\,eV$^{1/2}$, and $2m/\hbar^2=26.25$ eV$^{-1}$nm$^{-2}$. Hence
\begin{align}
f_1&=26.25\,(0.9885\cdot0.14142-0.1513\cdot0.13856)^2=0.371,\\
f_2&=26.25\,(0.1513\cdot0.14142+0.9885\cdot0.13856)^2=0.658 .
\end{align}
The bare strengths are 0.525 and 0.504. Both pairs add up to 1.029. In the lower state the two contributions to the moment interfere destructively, in the upper one constructively. If $K_{12}$ were zero, each eigenvector would contain a single transition, and the two strengths would keep their bare values while the energies still moved. A diagonal $K$ thus shifts lines without moving strength. An exchange of strength needs off-diagonal elements, and these shift the lines as well.

The common total equals $N$ when the orbital basis is complete. The Kohn-Sham Hamiltonian $h=p^2/2m+v_s$ has a local potential, which commutes with $x$. Therefore $[h,x]=-i\hbar p_x/m$, and
\begin{equation}
[x,[h,x]]=-\frac{i\hbar}{m}[x,p_x]=\frac{\hbar^2}{m}.
\end{equation}
Written out, the double commutator is $2xhx-x^2h-hx^2$. In its expectation value for orbital $i$, insert a complete set of orbitals $b$:
\begin{equation}
\frac{\hbar^2}{m}=2\sum_b(\varepsilon_b-\varepsilon_i)|\langle b|x|i\rangle|^2 .
\end{equation}
Multiply by $m/\hbar^2$ and sum over the occupied $i$. The left side becomes $N$. On the right, terms with $b$ occupied cancel in pairs, because exchanging $b$ and $i$ reverses the energy difference and leaves the squared moment unchanged. What remains is $\sum_qf_q^{\rm KS}=N$. A finite basis spoils this last equality, but not equation \eqref{eq:sum}.

The conservation also has a direct mechanical reading. At $t=0$ let a potential energy $-\hbar kx\,\delta(t)$ give every electron the momentum $\hbar k$. In equation \eqref{eq:normal} this replaces $eE(t)$ by $-\hbar k\,\delta(t)$, so the oscillators start from $\mathbf y=0$ with velocity $\dot{\mathbf y}=2k\mathbf b$. The displacement summed over electrons is $X(t)=\mathbf b^T\mathbf y$, or
\begin{equation}
X(t)=2k\sum_I(\mathbf b^T\mathbf F_I)^2\frac{\sin\omega_It}{\omega_I}
=\frac{\hbar k}{m}\sum_If_I\frac{\sin\omega_It}{\omega_I}.
\label{eq:kick}
\end{equation}
Its initial velocity is $(\hbar k/m)\sum_If_I$. Immediately after the kick the electrons move, but the density has not yet changed. A kernel that responds to the density at the same instant has nothing to act on, and the initial velocity is that of the Kohn-Sham system without it.

A local, memory-free kernel redistributes oscillator strength among the transitions but leaves the total at its bare Kohn-Sham value in any finite basis, and at $N$ in a complete one. It remains to see how the strength moves in energy, in model wells and in water, and what happens to the sum with memory, the Tamm-Dancoff approximation or nonlocal exchange.

All numerical values are calculated from the stated model.
